Why ion bombardment energy is more than the self-bias

The mean energy with which singly charged ions strike a powered electrode, after crossing its sheath without collisions, is

ε̄ = ε0 + e(⟨V_p⟩ − V_dc) = ε0 + e|V_dc| + e⟨V_p⟩.   (1)

Here V_dc ≤ 0 is the self-bias of the electrode, ⟨V_p⟩ is the time-averaged plasma potential, ε0 is the energy with which an ion enters the sheath, and e is the elementary charge. Both potentials are measured from the grounded wall. For the model used here, a sheath of fixed width whose voltage stays positive, the result holds in two limits: the ion spends very many radio-frequency (rf) cycles in the sheath, or it crosses in a time much shorter than one cycle. Between them there is a correction, discussed below.

**The belief and its appeal**

The belief is that an electrode with a self-bias of −100 V is struck by ions of 100 eV. It has good reasons behind it. The self-bias is a steady voltage that can be read on a meter, it is negative and so attracts positive ions, and an ion that spends many rf cycles in the sheath responds mainly to the steady part of the field. In a discharge with a larger grounded wall, raising the rf voltage makes the bias more negative and, in the limits above, the mean ion energy higher.

The flaw lies in the reference point. The meter compares the electrode with ground, but the ion does not start at ground. It starts in the plasma, which is itself positive with respect to ground. The ion falls through the whole difference between plasma and electrode.

**The voltage that the ion sees**

Let the electrode voltage be

V_e(t) = V_dc + V_rf sin ωt,

and let V_p(t) be the potential at the sheath edge, where the quasineutral plasma ends. The sheath voltage, counted positive when it drives ions to the electrode, is

V_s(t) = V_p(t) − V_e(t).

The sine averages to zero over a cycle, so

⟨V_s⟩ = ⟨V_p⟩ − V_dc.   (2)

Since V_dc is negative, subtracting it adds its magnitude. It remains to show when an ion gains e⟨V_s⟩ on average. This needs an argument, because energy is not conserved in a potential that changes during the flight.

**From sheath voltage to ion energy**

Take a sheath of fixed width s and let ξ = x/s be the fractional depth, from 0 at the sheath edge to 1 at the electrode. Let the potential at that depth be V_p(t) − V_s(t) g(ξ), with g(0) = 0 and g(1) = 1. The field pointing to the electrode is then V_s(t) g′(ξ)/s. For an ion of speed v = s dξ/dt, the rate of energy gain is force times speed:

dε/dt = e V_s(t) g′(ξ) v/s = e V_s(t) dg/dt.

Integrating along the flight gives

ε = ε0 + e ∫ V_s(t) dg,  with g running from 0 to 1.   (3)

Each ion therefore samples a weighted average of the sheath voltage, taken at the times when it passes each depth.

Slow rf. If the voltage hardly changes during the transit, V_s comes out of the integral at its value at the entry time t0, and ε = ε0 + eV_s(t0). Ions entering at a steady rate sample all entry times equally, so their mean energy is ε0 + e⟨V_s⟩. Individual energies spread over the full swing of the sheath voltage.

Fast rf. Let the sheath voltage be

V_s = ⟨V_s⟩ − V_s1 sin ωt,

and let it remain positive. The constant part contributes e⟨V_s⟩ to equation (3), which leaves

ε − ε0 − e⟨V_s⟩ = −e V_s1 ∫ sin ωt (dg/dt) dt.

Write ġ for dg/dt and integrate by parts:

∫ sin ωt ġ dt = −[ġ cos ωt]/ω + (1/ω) ∫ cos ωt dġ.

The bracket is the value at impact minus the value at entry. For the profile g = ξ^(4/3), used in the example,

ġ = (4/3) ξ^(1/3) v/s.

This vanishes at entry. It rises throughout the flight, because ξ grows and a positive sheath voltage keeps accelerating the ion. At impact, with speed v_i, it equals (4/3)v_i/s. The cosine never exceeds 1 in magnitude, so each of the two terms is at most (4/3)v_i/(ωs), and

|ε − ε0 − e⟨V_s⟩| ≤ (8/3) e V_s1 v_i/(ωs).   (4)

The impact speed is limited by the largest sheath voltage, so the right side vanishes as ω grows. In this limit every ion, and not just the average ion, arrives with ε0 + e⟨V_s⟩. With equation (2), both limits give equation (1).

**What happens between the limits**

Let τ(ξ, t0) be the time an ion needs to reach depth ξ if it enters at t0. It samples V_s(t0 + τ). If τ were the same for all entry times, averaging over t0 would give ⟨V_s⟩ at every depth, and equation (1) would hold at any frequency. But the transit depends on the entry phase: an ion that enters during a high sheath voltage at first gains speed faster than one that enters during a low voltage. Ions bunch, some phases of the voltage are sampled more than others, and the mean shifts.

For a weak ripple this shift is of second order. The change in τ is proportional to the ripple, and it matters only through its product with the ripple in V_s. The energies of single ions, by contrast, change in first order.

**How large the plasma potential is**

The correction to the belief would be academic if ⟨V_p⟩ were small. A simple model of the discharge gives its size. Assume Maxwellian electrons with the same temperature T_e, expressed in volts, at both sheaths; electrons that follow the rf voltage instantly; a steady ion current; no secondary electrons; and constant sheath capacitances C_e at the powered electrode and C_g at the grounded wall.

Start without rf. Ions of mass M leave a plasma of edge density n at the Bohm speed √(eT_e/M), so their flux is n√(eT_e/M). Electrons of mass m reach the wall only if their speed towards it exceeds v_b, where mv_b²/2 = eV for a sheath voltage V. Their flux is

n √(m/(2πeT_e)) ∫ v exp(−mv²/(2eT_e)) dv, from v_b to infinity.

The integral equals (eT_e/m) exp(−V/T_e), so the electron flux is

n √(eT_e/(2πm)) exp(−V/T_e).

Setting the two fluxes equal defines the floating drop V_f:

exp(V_f/T_e) = √(M/(2πm)),

V_f = (T_e/2) ln[M/(2πm)].   (5)

Now switch on the rf. When displacement current dominates, the currents from the plasma through the two capacitances must cancel:

C_e d(V_p − V_e)/dt + C_g dV_p/dt = 0.

Hence (C_e + C_g) dV_p/dt = C_e dV_e/dt. The plasma potential oscillates in phase with the electrode, with amplitude

V_p1 = V_rf C_e/(C_e + C_g),

and the powered sheath carries the rest, V_s1 = V_rf − V_p1.

The steady parts follow from the mean currents. A blocking capacitor in series with the electrode passes no direct current, and the plasma cannot accumulate charge from cycle to cycle. The mean conduction current is therefore zero at the electrode and also at the wall. For either sheath, with mean voltage V̄ and amplitude V_1, the mean electron flux must equal the steady ion flux. By equation (5) this means

⟨exp[−(V̄ + V_1 sin θ)/T_e]⟩ = exp(−V_f/T_e).

The sign of the sine does not affect the average. The average of exp(−z sin θ) over a cycle is the modified Bessel function I0(z), so

exp(−V̄/T_e) I0(V_1/T_e) = exp(−V_f/T_e),

V̄ = V_f + T_e ln I0(V_1/T_e).   (6)

The mean rises above V_f because the electron current depends exponentially on voltage. A brief dip in the sheath voltage lets through a burst of electrons, and the mean voltage must rise to keep the total in balance.

The voltage across the wall sheath is V_p itself. Equation (6) with V_1 = V_p1 gives ⟨V_p⟩, and with V_1 = V_s1 it gives ⟨V_s⟩. From equation (2),

V_dc = ⟨V_p⟩ − ⟨V_s⟩ = T_e ln[I0(V_p1/T_e)/I0(V_s1/T_e)].

The floating drop has cancelled. The self-bias records the difference between two sheaths, and whatever they have in common is invisible to it. The ion crosses one sheath and feels all of it.

**A worked case**

Take round model parameters: ion mass 30 u, T_e = 3 V, V_rf = 200 V at 13.56 MHz, C_e = 100 pF, C_g = 300 pF and s = 5 mm. The profile g = ξ^(4/3) and the fixed width are prescribed; a real sheath edge moves during the cycle.

The rf voltage divides as

V_p1 = 200 V × 100/(100 + 300) = 50 V,

V_s1 = 200 V − 50 V = 150 V.

Equation (5) gives V_f = 13.6 V, and equation (6) then gives

⟨V_p⟩ = 56.7 V and ⟨V_s⟩ = 155.0 V,

V_dc = 56.7 V − 155.0 V = −98.3 V.

A separate time-dependent circuit calculation, with an ion current of 1 mA at the powered electrode and started with no bias on it, settles at the same three values to the digits given here. This current is chosen small so that displacement current dominates. It is not matched to the space charge that the sheath profile below would imply. That would require a current of some 30 to 45 mA. If the ion current at the wall is three times that at the electrode, in the ratio of the capacitances and as in the 1 mA calculation, such a current lowers the plasma potential and the self-bias by roughly 3 to 5 V each, while the mean sheath voltage moves by less than 1 V.

An ion entering at the Bohm speed has ε0 = M(eT_e/M)/2 = eT_e/2, which is 1.5 eV. Equation (1) gives

ε̄ = 1.5 eV + 98.3 eV + 56.7 eV = 156.5 eV,

or 2.51 × 10⁻¹⁷ J. The self-bias alone would give 98.3 eV, which misses 37 % of this predicted energy.

The sheath voltage never falls below 155.0 V − 150 V = 5.0 V, so the condition for the bound (4) is met.

Newton's equation, integrated for ions entering evenly over the cycle, gives a mean of 159.7 eV at 13.56 MHz. That is 2.1 % above the prediction. The ions take 4.75 cycles on average to cross, so the fast limit is approached but not reached. Single ions arrive with 141.7 to 171.7 eV. Even the least energetic carries far more than the bias suggests.

**Where the average voltage misleads**

The same calculation at other frequencies, with the mean and amplitude of the sheath voltage held fixed, shows both the strength and the limit of equation (1). Holding them fixed isolates the motion of the ions. In a discharge at the lowest frequencies, displacement current would no longer dominate, and the circuit model above would not give these voltages. At 0.01 MHz the mean is 156.5 eV, though single ions range from 6.5 to 306.5 eV. At 200 MHz the mean is 156.6 eV and the range has shrunk to 155.5 to 157.5 eV. The two limits share a mean but have very different distributions, which matters for any surface process with an energy threshold.

Between them the agreement can be poor. At 1 MHz the mean is 200.7 eV, which is 28 % above the prediction, while at 3 MHz it is 1 % below. The shift thus changes sign with frequency. These sizes belong to the prescribed sheath and to steady entry, and should not be carried over to a real reactor. They do show that adding the plasma potential is not a complete recipe when the transit time is comparable with the rf period.

The order of the bunching shift can be seen by reducing the ripple at 13.56 MHz to 0.02 of its size. Half the energy range falls from 15.0 eV to 0.30 eV, in proportion to the ripple. The mean shift falls from 3.25 eV to about 0.001 eV, a far steeper drop, as expected of a second-order effect.

**Three cases that settle the matter**

Equal sheaths. If C_g = C_e, each sheath takes an amplitude of 100 V. By symmetry the self-bias is zero, yet equation (6) gives a mean drop of 105.6 V across each sheath. In the fast limit, where displacement current dominates as the model assumes, ions strike the electrode with a mean energy of 105.6 eV + 1.5 eV = 107.1 eV. A meter reading of zero would have suggested no bombardment at all.

No rf. With V_rf = 0 there is again no self-bias, but ions still fall through the floating drop and arrive with 13.6 eV + 1.5 eV = 15.1 eV.

A very large grounded wall. When C_g is much larger than C_e, V_p1 tends to zero and ⟨V_p⟩ tends to V_f. The belief is then at its best: if |V_dc| is much larger than V_f + T_e/2, the self-bias alone gives nearly the right energy. Its success comes from the asymmetry of the discharge, not from the bias being the accelerating voltage.

The grounded wall is bombarded too. In the fast limit, its ions arrive with a mean energy ε0 + e⟨V_p⟩, which for the voltages of the worked case is 1.5 eV + 56.7 eV = 58.2 eV, although the wall has no bias.

**Estimating the missing term**

A meter gives V_dc, and V_rf can be measured at the electrode. A rough value of ⟨V_p⟩ follows if each sheath voltage is taken to be sinusoidal, as it is for constant capacitances, and to touch zero once per cycle. Then ⟨V_p⟩ ≈ V_p1 and ⟨V_s⟩ ≈ V_s1. Their difference is V_dc and their sum is V_rf, so

⟨V_p⟩ ≈ (V_rf + V_dc)/2.

In the worked case this is (200 V − 98.3 V)/2 = 50.8 V, about 10 % below the model's 56.7 V. The origin of the gap can be traced. The sheath voltages do not reach zero but stop at minima

V_p,min = ⟨V_p⟩ − V_p1 and V_s,min = ⟨V_s⟩ − V_s1.

Put V_rf = V_p1 + V_s1 and V_dc = ⟨V_p⟩ − ⟨V_s⟩ into the sum V_rf + V_dc. The result is 2⟨V_p⟩ − V_p,min − V_s,min, so

⟨V_p⟩ = (V_rf + V_dc)/2 + (V_p,min + V_s,min)/2.

The minima are 6.7 V and 5.0 V. Half their sum is 5.8 V, which accounts for the difference. Within the constant-capacitance model, the estimate is useful when the amplitude V_p1 of the plasma potential is much larger than V_f. It fails when V_p1 is small: with no rf it gives zero instead of V_f, and with a very large grounded wall it can be far too low even when V_rf is large.

The estimate also depends on the sinusoidal shape. When the powered sheath collapses, V_p equals the peak electrode voltage V_rf + V_dc, so the estimate is half the peak of V_p, and that is the mean only for a sinusoid. A real sheath widens as its voltage rises, and its voltage is not sinusoidal. Take two equal sheaths of uniform ion density, whose voltage grows as the square of their charge. Their voltages are (V_rf/4)(1 + sin ωt)² and (V_rf/4)(1 − sin ωt)², which differ by V_rf sin ωt and each touch zero. The mean of each is 3V_rf/8, so the estimate V_rf/2 is a third too high. In a reactor the estimate, and the mean voltages from equation (6), may therefore lie well above the true values. Equation (2) is not affected.

**Two conditions on using the result**

The first concerns where the plasma potential is measured. Here V_p belongs to the sheath edge. An ion that starts at rest in the bulk and reaches the edge without collisions has already fallen through T_e/2, which is the source of ε0. If V_p is instead the potential at that starting point, ε0 is already included and must not be added again.

The second concerns collisions. Suppose an ion exchanges charge with a gas atom or molecule at depth ξ0. The new ion starts almost at rest and has only the rest of the sheath before it. In the fast limit it gains e⟨V_s⟩[1 − g(ξ0)], less than the full drop. A mean ion energy close to e|V_dc| could therefore arise in a collisional sheath, but as a coincidence of two effects: a larger sheath voltage and a loss of energy on the way.

The numerical output below lists the values used here and the full frequency scan.

Computed results

```
Ion mass: 30 u
Electron temperature: 3.0 V
Electrode rf amplitude: 200 V
Main frequency: 13.56 MHz
Sheath width: 5.0 mm
Powered sheath capacitance: 100 pF
Ground sheath capacitance: 300 pF
Blocking capacitance in circuit test: 1000 pF
Powered ion current in circuit test: 1.0 mA
Bohm speed: 3106 m/s
Ion entry energy: 1.50 eV
Floating drop, also mean drop with rf off: 13.61 V
Impact energy with rf off: 15.11 eV
Plasma potential rf amplitude: 50.0 V
Powered sheath rf amplitude: 150.0 V
Mean plasma potential, formula: 56.65 V
Self-bias, formula: -98.34 V
Mean powered sheath voltage, formula: 154.99 V
Mean plasma potential, circuit: 56.65 V
Self-bias, circuit: -98.34 V
Mean powered sheath voltage, circuit: 154.99 V
Circuit conduction sawtooth scale: 0.74 V
Plasma potential, zero-collapse estimate: 50.83 V
Predicted mean impact energy: 156.49 eV
Predicted mean impact energy: 2.507e-17 J
Bias-only energy: 98.34 eV
Fraction missed by bias-only answer: 37.2 %
Trajectory mean at main frequency: 159.74 eV
Same mean with half the time step: 159.74 eV
Mean transit at main frequency: 350 ns
Mean transit in rf cycles: 4.75
Largest single-ion bound, main frequency: 31.2 eV
Largest single-ion bound, 200 MHz: 2.0 eV
At 0.01 MHz: mean 156.50 eV, range 6.5 to 306.5 eV, deviation +0.01 %
At 0.30 MHz: mean 165.90 eV, range 15.0 to 305.7 eV, deviation +6.01 %
At 1.00 MHz: mean 200.65 eV, range 38.7 to 297.4 eV, deviation +28.22 %
At 3.00 MHz: mean 154.85 eV, range 95.2 to 224.8 eV, deviation -1.05 %
At 13.56 MHz: mean 159.74 eV, range 141.7 to 171.7 eV, deviation +2.08 %
At 60.00 MHz: mean 156.76 eV, range 153.2 to 159.8 eV, deviation +0.18 %
At 200.00 MHz: mean 156.57 eV, range 155.5 to 157.5 eV, deviation +0.05 %
Full ripple: mean shift +3.25 eV, half-range 15.02 eV
Ripple times 0.02: mean shift +0.0010 eV, half-range 0.300 eV
Equal sheaths, mean drop formula: 105.60 V
Equal sheaths, mean drop circuit: 105.60 V
Equal sheaths, self-bias circuit: -0.000 V
Equal sheaths, impact energy: 107.10 eV
```
